# Squared Two-Component Orbitals Are Not the Contact Density: Mercury: a numerical check

```python
# Result under test: the contact density of an atom is NOT the sum of squared
# two-component orbitals at r = 0. It is the expectation value of the contact
# operator transformed with the same U that decoupled the Dirac matrix.
# Atom: neutral Hg, Dirac-Kohn-Sham, local exchange only, Gaussian nucleus.
# Symbols (atomic units): kappa = Dirac angular quantum number, P and Q = large
# and small radial functions, X = small/large coupling, N = (1 + X^T X)^(-1/2),
# U = columns (N, X N), H2 = U^T H U, contact = matrix of delta(r).
# Printed densities are in angstrom^-3 and energies in eV.
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_triangular
from scipy.special import erf

C = 1.0 / constants.fine_structure
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
HARTREE = constants.physical_constants["Hartree energy in eV"][0]
Z = 80
RMS_ANGSTROM = 5.5e-5
TO_A3 = 1.0 / BOHR**3

t = np.linspace(np.log(1e-8), np.log(50.0), 1000)
r = np.exp(t)
w = r * (t[1] - t[0])


def nuclear_potential(rms):
    xi = 1.5 / rms**2
    return -Z * erf(np.sqrt(xi) * r) / r


def make_sector(kappa, exponents):
    """Orthonormal large and small bases, derivative matrix, values at r=0."""
    l = kappa if kappa > 0 else -kappa - 1
    x = r[:, None]
    gauss = np.exp(-x**2 * exponents)
    large = x**(l + 1) * gauss
    small = ((l + 1 + kappa) * x**l - 2 * exponents * x**(l + 2)) * gauss
    root_w = np.sqrt(w)[:, None]
    ql, rl = np.linalg.qr(root_w * large)
    qs, rs = np.linalg.qr(root_w * small)
    n = len(exponents)
    derivative = solve_triangular(rl, rs.T, trans='T').T
    # limits of P/r and Q/r at the origin for the raw functions
    raw_l = np.full(n, 1.0 if kappa == -1 else 0.0)
    raw_s = np.full(n, 3.0 if kappa == 1 else 0.0)
    at0_l = solve_triangular(rl, raw_l, trans='T')
    at0_s = solve_triangular(rs, raw_s, trans='T')
    contact = np.zeros((2 * n, 2 * n))
    contact[:n, :n] = np.outer(at0_l, at0_l) / (4 * np.pi)
    contact[n:, n:] = np.outer(at0_s, at0_s) / (4 * np.pi)
    return SimpleNamespace(n=n, ql=ql, qs=qs, derivative=derivative,
                           at0_l=at0_l, contact=contact)


def dirac_matrix(sec, v, c=C):
    vl = sec.ql.T @ (v[:, None] * sec.ql)
    vs = sec.qs.T @ (v[:, None] * sec.qs)
    d = c * sec.derivative
    return np.block([[vl, d.T], [d, vs - 2 * c**2 * np.eye(sec.n)]])


def decouple(h):
    """Exact decoupling: returns U (positive-energy columns) and H2."""
    n = len(h) // 2
    vec = np.linalg.eigh(h)[1][:, n:]
    x = np.linalg.solve(vec[:n].T, vec[n:].T).T
    s, q = np.linalg.eigh(np.eye(n) + x.T @ x)
    norm = (q / np.sqrt(s)) @ q.T
    u = np.vstack([norm, x @ norm])
    h2 = u.T @ h @ u
    return u, 0.5 * (h2 + h2.T)


def shell_densities(sec, u, h2):
    """Energies, squared-orbital and transformed densities, 2 electrons each."""
    e, phi = np.linalg.eigh(h2)
    squared = 2 * (sec.at0_l @ phi)**2 / (4 * np.pi)
    contact2 = u.T @ sec.contact @ u
    transformed = 2 * np.einsum('ik,ij,jk->k', phi, contact2, phi,
                                optimize=True)
    return e, squared, transformed


# ---- self-consistent four-component atom ----
occupied = {-1: 6, 1: 4, -2: 4, 2: 3, -3: 3, 3: 1, -4: 1}
exponents = 0.02 * 2.0**np.arange(37)
sectors = {k: make_sector(k, exponents if abs(k) == 1 else exponents[:26])
           for k in occupied}
rms = RMS_ANGSTROM / BOHR
v_nuc = nuclear_potential(rms)
v_el = (Z - 1) / r * (1 - 1 / (1 + r / 0.25)**2)
old = np.zeros_like(r)
converged = False
for iteration in range(1, 201):
    radial = np.zeros_like(r)
    for k, count in occupied.items():
        sec = sectors[k]
        vec = np.linalg.eigh(dirac_matrix(sec, v_nuc + v_el))[1]
        vec = vec[:, sec.n:sec.n + count]
        p, q = sec.ql @ vec[:sec.n], sec.qs @ vec[sec.n:]
        radial += 2 * abs(k) * (p**2 + q**2).sum(axis=1) / w
    change = np.sum(w * abs(radial - old))
    old = radial
    inside = CubicSpline(t, radial * r).antiderivative()(t)
    outside = CubicSpline(t, radial).antiderivative()(t)
    v_hartree = inside / r + outside[-1] - outside
    rho = radial / (4 * np.pi * r**2)
    v_new = v_hartree - np.cbrt(3 * rho / np.pi)
    if change < 1e-6:
        converged = True
        break
    v_el = v_el + 0.35 * (v_new - v_el)
assert converged
electrons = np.sum(w * radial)
assert abs(electrons - Z) < 1e-6
# Hartree potential against the explicit double sum over 1/r_larger
charge = w * radial
double_sum = charge @ (1 / np.maximum.outer(r, r)) @ charge
assert abs(double_sum / (charge @ v_hartree) - 1) < 1e-3

# ---- Dirac matrices against the closed-form point-nucleus energies ----
gamma = np.sqrt(1 - (Z / C)**2)
for k, level in ((-1, 1), (1, 2)):
    sec = sectors[k]
    numeric = np.linalg.eigvalsh(dirac_matrix(sec, -Z / r))[sec.n]
    ratio = Z / C / (level - 1 + gamma)
    closed = C**2 * (1 / np.sqrt(1 + ratio**2) - 1)
    # tolerance: finite Gaussians cannot follow the point-nucleus singularity
    assert abs(numeric / closed - 1) < 3e-4

# ---- decoupled atom: squared orbitals against transformed operator ----
v = v_nuc + v_el
result = {}
energy_gap = 0.0
for k in (-1, 1):
    sec, m = sectors[k], occupied[k]
    h = dirac_matrix(sec, v)
    u, h2 = decouple(h)
    e, squared, transformed = shell_densities(sec, u, h2)
    e4 = np.linalg.eigvalsh(h)[sec.n:]
    energy_gap = max(energy_gap, np.max(abs(e[:m] - e4[:m])))
    result[k] = (e[:m], squared[:m], transformed[:m])
assert energy_gap < 1e-4
total_squared = sum(result[k][1].sum() for k in result)
total_true = sum(result[k][2].sum() for k in result)
near = np.argmin(abs(r - 1e-6))
grid_density = rho[near]
assert abs(total_true / grid_density - 1) < 1e-4
assert total_squared / grid_density > 1.1
assert result[1][1].sum() < 1e-12 * total_true

# ---- energy response to a contact perturbation, decoupled anew each time ----
step = 3e-9
response = {}
for k in (-1, 1):
    sec = sectors[k]
    h = dirac_matrix(sec, v)
    shifted = [np.linalg.eigvalsh(decouple(h + s * sec.contact)[1])[0]
               for s in (step, -step)]
    response[k] = 2 * (shifted[0] - shifted[1]) / (2 * step)
    # tolerance: rounding in the eigenvalues and curvature in the step
    assert abs(response[k] / result[k][2][0] - 1) < 5e-3
assert abs(response[-1] / result[-1][1][0] - 1) > 0.05

# ---- free particle: N against its closed form in the momentum p ----
sec = sectors[-1]
u_free = decouple(dirac_matrix(sec, np.zeros_like(r)))[0]
n_numeric = np.sort(np.linalg.eigvalsh(u_free[:sec.n]))
momenta = np.linalg.svd(sec.derivative, compute_uv=False)
n_formula = np.sort(np.sqrt((1 + 1 / np.sqrt(1 + (momenta / C)**2)) / 2))
assert np.max(abs(n_numeric - n_formula)) < 1e-6

# ---- control: nearly nonrelativistic limit in the same potential ----
slow = np.zeros(2)
for k in (-1, 1):
    u, h2 = decouple(dirac_matrix(sectors[k], v, 100 * C))
    _, a, b = shell_densities(sectors[k], u, h2)
    slow += [a[:occupied[k]].sum(), b[:occupied[k]].sum()]
slow_error = slow[0] / slow[1] - 1
assert abs(slow_error) < 0.01

# ---- common approximation: decouple only the bare-nucleus Hamiltonian ----
bare = np.zeros(2)
for k in (-1, 1):
    sec = sectors[k]
    u, h2 = decouple(dirac_matrix(sec, v_nuc))
    h2 = h2 + sec.ql.T @ (v_el[:, None] * sec.ql)
    _, a, b = shell_densities(sec, u, h2)
    bare += [a[:occupied[k]].sum(), b[:occupied[k]].sum()]
full_error = total_squared / total_true - 1
bare_residual = bare[1] / total_true - 1
assert abs(bare_residual) < 0.1 * abs(full_error)

# ---- finer basis, and a nucleus of half the radius ----
fine_exponents = 0.015 * 1.8**np.arange(46)
fine = {k: make_sector(k, fine_exponents) for k in (-1, 1)}
fine_sum = np.zeros(2)
for k in (-1, 1):
    u, h2 = decouple(dirac_matrix(fine[k], v))
    _, a, b = shell_densities(fine[k], u, h2)
    fine_sum += [a[:occupied[k]].sum(), b[:occupied[k]].sum()]
    if k == -1:
        fine_1s = b[0]
basis_change = fine_sum[1] / total_true - 1
basis_change_squared = fine_sum[0] / total_squared - 1
assert abs(basis_change) < 3e-3 and abs(basis_change_squared) < 3e-3
u, h2 = decouple(dirac_matrix(fine[-1], nuclear_potential(rms / 2) + v_el))
half_1s = shell_densities(fine[-1], u, h2)[2][0]
growth, power_law = half_1s / fine_1s, 2**(2 * (1 - gamma))
# tolerance: the power law is the leading term for a small nucleus
assert abs(growth / power_law - 1) < 0.03

# ---- printed numbers ----
print(f"nuclear charge number: {Z}")
print(f"nuclear rms radius: {RMS_ANGSTROM:.2e} angstrom")
print(f"self-consistency iterations: {iteration}")
print(f"electrons from quadrature: {electrons:.6f}")
print(f"1s orbital energy: {result[-1][0][0] * HARTREE:.1f} eV")
print(f"6s orbital energy: {result[-1][0][5] * HARTREE:.3f} eV")
print(f"largest 2c-4c energy gap: {energy_gap * HARTREE:.1e} eV")
print("shell densities in angstrom^-3, two electrons per shell")
print("shell, transformed operator, squared orbital, ratio")
for i in range(6):
    a, b = result[-1][1][i], result[-1][2][i]
    print(f"{i+1}s1/2 {b*TO_A3:.5e} {a*TO_A3:.5e} {a/b:.4f}")
for i in range(4):
    a, b = result[1][1][i], result[1][2][i]
    print(f"{i+2}p1/2 {b*TO_A3:.5e} {a*TO_A3:.5e} {a/b:.4f}")
s_true, p_true = result[-1][2].sum(), result[1][2].sum()
print(f"sum of s shells, transformed: {s_true*TO_A3:.5e} angstrom^-3")
print(f"sum of p1/2 shells, transformed: {p_true*TO_A3:.5e} angstrom^-3")
print(f"p1/2 share of contact density: {100*p_true/total_true:.2f} %")
print(f"four-component density on grid: {grid_density*TO_A3:.5e} angstrom^-3")
print(f"total, transformed operator: {total_true*TO_A3:.5e} angstrom^-3")
print(f"same in atomic units: {total_true:.5e} bohr^-3")
print(f"total, squared orbitals: {total_squared*TO_A3:.5e} angstrom^-3")
print(f"same in atomic units: {total_squared:.5e} bohr^-3")
print(f"picture-change error, total: {100*full_error:.2f} %")
print(f"picture-change error, s only: {100*(total_squared/s_true-1):.2f} %")
print(f"1s density from energy response: {response[-1]*TO_A3:.4e} angstrom^-3")
print(f"2p1/2 density from response: {response[1]*TO_A3:.4e} angstrom^-3")
print(f"free-particle N, smallest in basis: {n_numeric[0]:.4f}")
print(f"free-particle N, largest in basis: {n_numeric[-1]:.4f}")
print(f"picture-change error with 100 c: {100*slow_error:.3f} %")
print(f"bare decoupling, squared: {bare[0]*TO_A3:.5e} angstrom^-3")
print(f"bare decoupling, transformed: {bare[1]*TO_A3:.5e} angstrom^-3")
print(f"bare decoupling, residual error: {100*bare_residual:.3f} %")
print(f"finer basis, change of transformed total: {100*basis_change:.4f} %")
print(f"finer basis, change of squared total: {100*basis_change_squared:.4f} %")
print(f"gamma for Z = 80: {gamma:.5f}")
print(f"1s density growth at half nuclear radius: {growth:.4f}")
print(f"growth from leading power law: {power_law:.4f}")
print("all tests passed")
```

Output:

```
nuclear charge number: 80
nuclear rms radius: 5.50e-05 angstrom
self-consistency iterations: 34
electrons from quadrature: 80.000000
1s orbital energy: -82927.1 eV
6s orbital energy: -6.036 eV
largest 2c-4c energy gap: 2.9e-08 eV
shell densities in angstrom^-3, two electrons per shell
shell, transformed operator, squared orbital, ratio
1s1/2 1.31369e+07 4.25753e+07 3.2409
2s1/2 1.98689e+06 6.57188e+06 3.3076
3s1/2 4.56212e+05 1.51275e+06 3.3159
4s1/2 1.17011e+05 3.88220e+05 3.3178
5s1/2 2.40870e+04 7.99270e+04 3.3183
6s1/2 2.11135e+03 7.00617e+03 3.3183
2p1/2 1.48831e+05 0.00000e+00 0.0000
3p1/2 3.83402e+04 0.00000e+00 0.0000
4p1/2 9.69530e+03 0.00000e+00 0.0000
5p1/2 1.76758e+03 0.00000e+00 0.0000
sum of s shells, transformed: 1.57232e+07 angstrom^-3
sum of p1/2 shells, transformed: 1.98634e+05 angstrom^-3
p1/2 share of contact density: 1.25 %
four-component density on grid: 1.59216e+07 angstrom^-3
total, transformed operator: 1.59218e+07 angstrom^-3
same in atomic units: 2.35937e+06 bohr^-3
total, squared orbitals: 5.11351e+07 angstrom^-3
same in atomic units: 7.57743e+06 bohr^-3
picture-change error, total: 221.16 %
picture-change error, s only: 225.22 %
1s density from energy response: 1.3137e+07 angstrom^-3
2p1/2 density from response: 1.4883e+05 angstrom^-3
free-particle N, smallest in basis: 0.7075
free-particle N, largest in basis: 1.0000
picture-change error with 100 c: 0.229 %
bare decoupling, squared: 5.11173e+07 angstrom^-3
bare decoupling, transformed: 1.59166e+07 angstrom^-3
bare decoupling, residual error: -0.033 %
finer basis, change of transformed total: 0.0028 %
finer basis, change of squared total: 0.0062 %
gamma for Z = 80: 0.81191
1s density growth at half nuclear radius: 1.3137
growth from leading power law: 1.2979
all tests passed
```
